# Apparent and Activation Barriers of a Gaussian Schottky Contact: a numerical check

```python
"""
Result under test: parallel patches with Gaussian barrier heights (mean, sigma)
have the apparent thermionic barrier mean - sigma^2/(2kT), defined by
J_s = A* T^2 exp(-barrier/kT). The local Richardson slope is instead
mean - sigma^2/(kT), which is also the centre of the current distribution.
Energies are in eV, beta = 1/kT in 1/eV; device quantities are SI unless named.
Material parameters are rough values for a noble metal on amorphous In-Ga-Zn-O.
"""
import numpy as np
from scipy import constants as c
from scipy.integrate import quad, dblquad, simpson
from scipy.stats import norm

q, h, hbar, kB = c.e, c.h, c.hbar, c.k
k_eV = kB / q
mean, sigma = 0.95, 0.07
mass_ratio, eps_r, mobility_cm = 0.34, 10.0, 10.0
mass, eps = mass_ratio * c.m_e, eps_r * c.epsilon_0
donors = 1e23
device_side, patch_side = 300e-6, 300e-9
patches = int(round((device_side / patch_side) ** 2))
drift = 2e-4  # fall of the mean barrier with temperature, eV/K


def barrier_grid(centre):
    return np.linspace(0.0, centre + 10 * sigma, 200001)


def average_factor(kT, centre=mean):
    """Area average of exp(-barrier/kT), barriers restricted to be positive."""
    x = barrier_grid(centre)
    density = np.exp(-0.5 * ((x - centre) / sigma) ** 2)
    return simpson(density * np.exp(-x / kT), x=x) / simpson(density, x=x)


def local_slope(T, alpha=0.0, centre_at_zero=mean):
    """Minus the derivative of ln(J_s/T^2) with respect to 1/kT."""
    beta = 1 / (k_eV * T)
    step = 1e-3 * beta
    logs = []
    for b in (beta + step, beta - step):
        temperature = 1 / (k_eV * b)
        logs.append(np.log(average_factor(1 / b, centre_at_zero - alpha * temperature)))
    return -(logs[0] - logs[1]) / (2 * step)


print(f"mean barrier {mean:.3f} eV, sigma {sigma:.3f} eV")
print(f"mass {mass_ratio} m_e, rel. permittivity {eps_r:.0f}")
print(f"donors {donors/1e6:.1e} cm^-3, mobility {mobility_cm:.0f} cm2/Vs")

# Richardson constant against the momentum integral with the Fermi function
A_star = 4 * np.pi * q * mass * kB**2 / h**3
T0 = 300.0
kT0 = k_eV * T0
dominant0 = mean - sigma**2 / kT0
b0 = dominant0 / kT0
integral = dblquad(lambda u, w: u * w / (np.exp((u*u + w*w) / 2) + np.exp(-b0)),
                   0, 12, 0, 12)[0]
J_flux = 2 * q / h**3 * mass * (kB * T0)**2 * 2 * np.pi * integral * np.exp(-b0)
assert abs(J_flux / (A_star * T0**2 * np.exp(-b0)) - 1) < 1e-6
print(f"Richardson constant A* = {A_star/1e4:.2f} A/(cm2 K2)")

# Apparent barrier, slope and tangent intercept by direct integration
print("T (K), kT (meV), sigma/kT, apparent (eV), slope (eV), tangent A (A/cm2K2)")
for T in (250.0, 300.0, 350.0, 400.0):
    kT = k_eV * T
    log_average = np.log(average_factor(kT))
    apparent = -kT * log_average
    slope = local_slope(T)
    tangent_log = log_average + slope / kT
    assert abs(apparent - (mean - sigma**2 / (2 * kT))) < 1e-7
    assert abs(slope - (mean - sigma**2 / kT)) < 1e-6
    assert abs(tangent_log + sigma**2 / (2 * kT**2)) < 1e-4
    print(f"{T:.0f}, {kT*1e3:.2f}, {sigma/kT:.3f}, {apparent:.4f}, {slope:.4f}, "
          f"{A_star/1e4*np.exp(tangent_log):.3f}")

# Current-weighted distribution at 300 K
x = barrier_grid(mean)
weight = np.exp(-0.5 * ((x - mean) / sigma)**2 - x / kT0)
total = simpson(weight, x=x)
weighted_mean = simpson(x * weight, x=x) / total
weighted_sd = np.sqrt(simpson((x - weighted_mean)**2 * weight, x=x) / total)
xl = np.linspace(0, dominant0, 100001)
share = simpson(np.exp(-0.5*((xl-mean)/sigma)**2 - xl/kT0), x=xl) / total
assert abs(weighted_mean - dominant0) < 1e-7
assert abs(weighted_sd - sigma) < 1e-7 and abs(share - 0.5) < 1e-6
J_mean = A_star * T0**2 * np.exp(-mean / kT0) / 1e4
J_all = A_star * T0**2 * average_factor(kT0) / 1e4
print(f"300 K: lowering sigma^2/2kT = {sigma**2/(2*kT0)*1e3:.1f} meV")
print(f"300 K: J_s uniform at mean {J_mean:.3e} A/cm2")
print(f"300 K: J_s distributed {J_all:.3e} A/cm2, ratio {J_all/J_mean:.1f}")
print(f"300 K: current-weighted mean {weighted_mean:.4f} eV, sd {weighted_sd:.4f} eV")
print(f"300 K: area below it {norm.cdf(-sigma/kT0):.2e}, current share {share:.3f}")

# Straight-line fits that an experimenter would make
temps = np.linspace(250, 400, 7)
kTs = k_eV * temps
logs = np.array([np.log(average_factor(t)) for t in kTs])
fit = np.polyfit(1 / kTs, np.log(A_star / 1e4) + logs, 1)
assert mean - sigma**2/kTs[0] < -fit[0] < mean - sigma**2/kTs[-1]
assert np.exp(fit[1]) < A_star / 1e4
print(f"Richardson line 250-400 K, 7 points: barrier {-fit[0]:.4f} eV")
print(f"Richardson line: constant {np.exp(fit[1]):.3f} A/(cm2 K2)")
line = np.polyfit(1 / (2 * kTs), -kTs * logs, 1)
assert abs(line[1] - mean) < 1e-6 and abs(np.sqrt(-line[0]) - sigma) < 1e-6
print(f"apparent vs 1/2kT: mean {line[1]:.4f} eV, sigma {np.sqrt(-line[0]):.4f} eV")

# Cutoff at zero barrier, tested where it removes about half the integral
T_cut = 60.0
kT_cut = k_eV * T_cut
dominant_cut = mean - sigma**2 / kT_cut
cut_formula = norm.cdf(dominant_cut / sigma) / norm.cdf(mean / sigma)
cut_numeric = average_factor(kT_cut) / np.exp(-mean/kT_cut + sigma**2/(2*kT_cut**2))
assert abs(cut_numeric / cut_formula - 1) < 1e-6
print(f"dominant barrier reaches zero at {sigma**2/(mean*k_eV):.1f} K")
print(f"cutoff factor at {T_cut:.0f} K: {cut_numeric:.3f}")
print(f"300 K: dominant barrier is {dominant0/sigma:.1f} sigma above zero")

# A uniform distribution with the same mean and sigma
half = np.sqrt(3) * sigma
xu = np.linspace(mean - half, mean + half, 20001)
uniform = mean + kT0 * np.log(simpson(np.exp(-xu / kT0), x=xu) / (2 * half))
uniform_lowering = mean + (-kT0 * np.log(simpson(np.exp(-xu/kT0), x=xu)/(2*half))) * -1
a = half / kT0
assert abs(uniform_lowering - kT0 * np.log(np.sinh(a) / a)) < 1e-8
print(f"300 K: lowering for uniform distribution {uniform_lowering*1e3:.1f} meV")

# Linear drift of the mean barrier, with its value at 300 K kept
mean_zero = mean + drift * T0
drift_slope = local_slope(T0, drift, mean_zero)
assert abs(drift_slope - (mean_zero - sigma**2 / kT0)) < 1e-6
drift_log = np.log(average_factor(kT0)) + drift_slope / kT0
drift_factor = np.exp(drift_log + sigma**2 / (2 * kT0**2))
assert abs(drift_factor / np.exp(drift / k_eV) - 1) < 1e-4
print(f"drift {drift*1e3:.1f} meV/K: slope at 300 K {drift_slope:.4f} eV")
print(f"drift: Richardson constant multiplied by {drift_factor:.1f}")

# Finite number of patches: variance law, then randomly drawn diodes
rng = np.random.default_rng(1)
s_small, m_small = 0.8, 400
samples = [np.exp(s_small * rng.standard_normal((1000, m_small))).mean(axis=1)
           for _ in range(20)]
samples = np.concatenate(samples)
scatter_law = np.sqrt((np.exp(s_small**2) - 1) / m_small)
assert abs(samples.std() / samples.mean() / scatter_law - 1) < 0.03
second = average_factor(kT0 / 2) / average_factor(kT0)**2
assert abs(second / np.exp((sigma / kT0)**2) - 1) < 1e-6
draw_T = np.array([150.0, 200.0, 300.0])
draw_s = sigma / (k_eV * draw_T)
drawn = []
for _ in range(40):
    z = rng.standard_normal(patches)
    drawn.append([mean - k_eV*T*np.log(np.mean(np.exp(s*z)))
                  for T, s in zip(draw_T, draw_s)])
median = np.median(drawn, axis=0)
ideal = mean - sigma**2 / (2 * k_eV * draw_T)
assert abs(median[2] - ideal[2]) < 0.002 and median[0] > ideal[0] + 0.003
print(f"diode side {device_side*1e6:.0f} um, patch side {patch_side*1e9:.0f} nm, "
      f"patches {patches:.1e}")
T_sampling = sigma / (k_eV * np.sqrt(2 * np.log(patches)))
print(f"sampling limit sigma/kT = sqrt(2 ln M) at {T_sampling:.0f} K")
print("T (K), relative scatter, formula (eV), median of 40 drawn diodes (eV)")
for T, s, f, m in zip(draw_T, draw_s, ideal, median):
    print(f"{T:.0f}, {np.sqrt(np.expm1(s*s)/patches):.3g}, {f:.4f}, {m:.4f}")


# Sizes of neglected effects
def fermi_depth(T):
    """Conduction-band edge above the Fermi level in the bulk, and N/Nc."""
    Nc = 2 * (2 * np.pi * mass * kB * T / h**2)**1.5
    return k_eV * T * np.log(Nc / donors), donors / Nc


def depletion(bending):
    width = np.sqrt(2 * eps * bending / (q * donors))
    return width, 2 * bending / width


E00 = hbar / 2 * np.sqrt(donors / (mass * eps))  # eV


def wkb_exponent(energy, bending):
    e = energy / bending
    r = np.sqrt(1 - e)
    return bending / E00 * (r - e * np.log((1 + r) / np.sqrt(e)))


def tunnelling_lowering(kT, bending):
    """Barrier equivalent of WKB tunnelling added to emission over the top."""
    extra = quad(lambda d: np.exp(d/kT - wkb_exponent(bending - d, bending)) / kT,
                 0, bending, limit=300)[0]
    return kT * np.log(1 + extra)


xi0, ratio0 = fermi_depth(T0)
bend_mean = mean - xi0
W_mean, field_mean = depletion(bend_mean)
E_test = 0.6 * bend_mean
turning = W_mean * (1 - np.sqrt(0.6))
action = quad(lambda y: 2/hbar*np.sqrt(2*mass*q*max(
    bend_mean*(1-y*turning/W_mean)**2 - E_test, 0.0))*turning, 0, 1)[0]
assert abs(action / wkb_exponent(E_test, bend_mean) - 1) < 1e-5
image_mean = np.sqrt(q * field_mean / (4 * np.pi * eps))
xi_grid = np.geomspace(1e-10, 1e-7, 100001)
image_numeric = -np.max(-field_mean*xi_grid - q/(16*np.pi*eps*xi_grid))
assert abs(image_numeric / image_mean - 1) < 1e-6
print(f"300 K: band edge {xi0:.3f} eV above Fermi level, N/Nc = {ratio0:.3f}")
print(f"mean patch: depletion {W_mean*1e9:.1f} nm, field {field_mean/1e8:.3f} MV/cm")
print(f"mean patch: image lowering {image_mean*1e3:.1f} meV; E00 = {E00*1e3:.2f} meV")
print(f"300 K: flat-band bias of dominant patch {dominant0-xi0:.3f} V")
print("dominant patch: T (K), image, tunnelling, diffusion shifts (meV)")
for T in (250.0, 300.0, 400.0):
    kT = k_eV * T
    bending = mean - sigma**2 / kT - fermi_depth(T)[0]
    W, field = depletion(bending)
    image = np.sqrt(q * field / (4 * np.pi * eps))
    tunnel = tunnelling_lowering(kT, bending)
    resistance = W * quad(lambda y: np.exp(-bending*(1-(1-y)**2)/kT), 0, 1)[0]
    v_diffusion = mobility_cm * 1e-4 * kT / resistance
    v_emission = np.sqrt(kB * T / (2 * np.pi * mass))
    assert abs(v_diffusion / (mobility_cm*1e-4*field) - 1) < 0.08
    diffusion = kT * np.log(1 + v_emission / v_diffusion)
    print(f"{T:.0f}, {-image*1e3:.1f}, {-tunnel*1e3:.1f}, {diffusion*1e3:+.1f}")
    if T == T0:
        velocities = (v_emission * 100, v_diffusion * 100)
print(f"300 K velocities: emission {velocities[0]:.2e}, "
      f"diffusion {velocities[1]:.2e} cm/s")

# Pinch-off beside a straight edge between a dominant patch and mean surroundings
deficit = mean - dominant0
edge = deficit * W_mean / (2 * np.pi * bend_mean)
kernel = quad(lambda t: 1 / (np.pi * (1 + t*t)), -1.7, np.inf)[0]
assert abs(kernel - (1 - np.arctan(1 / 1.7) / np.pi)) < 1e-8
depth = np.linspace(0, W_mean, 50001)
peak = []
for distance in (1.1 * edge, 0.9 * edge):
    energy = (bend_mean * (1 - depth / W_mean)**2
              - deficit * (1 - np.arctan(depth / distance) / np.pi))
    peak.append(int(np.argmax(energy)))
assert peak[0] == 0 and peak[1] > 0
lost = 1 - (1 - 2 * edge / patch_side)**2
print(f"300 K: pinched edge strip {edge*1e9:.2f} nm, patch area lost {lost*100:.1f} %")
print(f"300 K: barrier rise from lost area {-kT0*np.log(1-lost)*1e3:.2f} meV")
print("PASS")
```

It prints:

```
mean barrier 0.950 eV, sigma 0.070 eV
mass 0.34 m_e, rel. permittivity 10
donors 1.0e+17 cm^-3, mobility 10 cm2/Vs
Richardson constant A* = 40.86 A/(cm2 K2)
T (K), kT (meV), sigma/kT, apparent (eV), slope (eV), tangent A (A/cm2K2)
250, 21.54, 3.249, 0.8363, 0.7226, 0.208
300, 25.85, 2.708, 0.8552, 0.7605, 1.045
350, 30.16, 2.321, 0.8688, 0.7875, 2.764
400, 34.47, 2.031, 0.8789, 0.8078, 5.197
300 K: lowering sigma^2/2kT = 94.8 meV
300 K: J_s uniform at mean 4.039e-10 A/cm2
300 K: J_s distributed 1.579e-08 A/cm2, ratio 39.1
300 K: current-weighted mean 0.7605 eV, sd 0.0700 eV
300 K: area below it 3.39e-03, current share 0.500
Richardson line 250-400 K, 7 points: barrier 0.7657 eV
Richardson line: constant 1.389 A/(cm2 K2)
apparent vs 1/2kT: mean 0.9500 eV, sigma 0.0700 eV
dominant barrier reaches zero at 59.9 K
cutoff factor at 60 K: 0.513
300 K: dominant barrier is 10.9 sigma above zero
300 K: lowering for uniform distribution 63.4 meV
drift 0.2 meV/K: slope at 300 K 0.8205 eV
drift: Richardson constant multiplied by 10.2
diode side 300 um, patch side 300 nm, patches 1.0e+06
sampling limit sigma/kT = sqrt(2 ln M) at 155 K
T (K), relative scatter, formula (eV), median of 40 drawn diodes (eV)
150, 2.33e+03, 0.7605, 0.7713
200, 3.82, 0.8078, 0.8097
300, 0.0391, 0.8552, 0.8550
300 K: band edge 0.101 eV above Fermi level, N/Nc = 0.020
mean patch: depletion 96.9 nm, field 0.175 MV/cm
mean patch: image lowering 50.2 meV; E00 = 3.18 meV
300 K: flat-band bias of dominant patch 0.659 V
dominant patch: T (K), image, tunnelling, diffusion shifts (meV)
250, -46.9, -28.6, +28.8
300, -47.2, -27.5, +36.2
400, -47.1, -25.9, +52.2
300 K velocities: emission 4.61e+06, diffusion 1.51e+06 cm/s
300 K: pinched edge strip 3.44 nm, patch area lost 4.5 %
300 K: barrier rise from lost area 1.20 meV
PASS
```
